# Detailed balance for bond-counting hop rates in a lattice gas: a program that tests the result

```python
"""
Result under test: on a periodic square lattice gas with energy E = -J*B
(B = number of occupied nearest-neighbour pairs), hops to empty neighbour sites
at rate nu*exp(-(E0 + J*n)/(kB*T)), n = lateral neighbours before the hop,
obey detailed balance with the Boltzmann distribution at fixed atom number.
Also tested: uniqueness, necessity of a bond term linear in n, site-dependent
depths, time weighting in kinetic Monte Carlo, and exchange with a vapour.
Rates inside matrices are in units of the free-atom hop rate nu*exp(-E0/(kB*T)).
"""
from bisect import bisect_right
from collections import deque
from itertools import combinations
import numpy as np
from scipy import constants as const

E0, J, T, nu = 0.5, 0.1, 600.0, 1.0e13      # eV, eV, K, 1/s
kT = const.k * T / const.e                  # eV
beta = 1.0 / kT
free_rate = nu * np.exp(-beta * E0)         # 1/s
hartree = const.physical_constants["Hartree energy in eV"][0]


def lattice(L):
    """Neighbour lists and the list of distinct bonds of an L x L torus (L > 2)."""
    neigh = []
    for x in range(L):
        for y in range(L):
            neigh.append([((x + 1) % L) * L + y, ((x - 1) % L) * L + y,
                          x * L + (y + 1) % L, x * L + (y - 1) % L])
    bonds = sorted({tuple(sorted((i, j))) for i in range(L * L) for j in neigh[i]})
    return neigh, bonds


def bond_count(state, bonds):
    return sum((state >> i) & (state >> j) & 1 for i, j in bonds)


def coordination(state, site, neigh):
    return sum((state >> j) & 1 for j in neigh[site])


def hop_table(states, neigh):
    """Rows: source index, target index, start site, n before, n after the hop."""
    index = {s: a for a, s in enumerate(states)}
    rows = []
    for a, s in enumerate(states):
        for i in range(len(neigh)):
            if (s >> i) & 1:
                for j in neigh[i]:
                    if not (s >> j) & 1:
                        new = s ^ (1 << i) ^ (1 << j)
                        rows.append((a, index[new], i, coordination(s, i, neigh),
                                     coordination(new, j, neigh)))
    return np.array(rows)


def rate_matrix(size, table, rates):
    K = np.zeros((size, size))
    K[table[:, 0], table[:, 1]] = rates
    return K


def stationary(K):
    """Stationary distribution solved from the master equation alone."""
    A = K.T - np.diag(K.sum(axis=1))
    A[-1] = 1.0
    rhs = np.zeros(len(K))
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def circulation(p, K):
    """Largest |net flux|/(sum of both fluxes) over links that carry real flux."""
    flux = p[:, None] * K
    gross = flux + flux.T
    keep = gross > 1e-6 * gross.max()
    return np.max(np.abs(flux - flux.T)[keep] / gross[keep])


# ---------- four atoms on the 4 x 4 lattice ----------
neigh, bonds = lattice(4)
states = [sum(1 << s for s in c) for c in combinations(range(16), 4)]
M = len(states)
table = hop_table(states, neigh)
src, dst, site, n_start, n_end = table.T
B = np.array([bond_count(s, bonds) for s in states])
energy = -J * B
boltz = np.exp(-beta * energy)
Z = boltz.sum()
boltz /= Z
K = rate_matrix(M, table, np.exp(-beta * J * n_start))

# common saddle energy: reached from either end, equal to E_rest + E0
rest = np.array([-J * bond_count(states[a] ^ (1 << i), bonds)
                 for a, i in zip(src, site)])
assert np.allclose(energy[src] + E0 + J * n_start, rest + E0, atol=1e-12)
assert np.allclose(energy[dst] + E0 + J * n_end, rest + E0, atol=1e-12)

# detailed balance for every hop, energies from the full bond sum
forward = boltz[src] * K[src, dst]
backward = boltz[dst] * K[dst, src]
worst_balance = np.max(np.abs(forward / backward - 1))
assert worst_balance < 1e-12

# stationary distribution from the rates alone
p = stationary(K)
worst_p = np.max(np.abs(p / boltz - 1))
assert worst_p < 1e-8
assert circulation(p, K) < 1e-8

# general bond term f(n): gather all loop conditions on f(0), f(1), f(2), f(3)
out = [[] for _ in range(M)]
for a, b, _, n1, n2 in table.tolist():
    out[a].append((b, n1, n2))
unit = np.eye(4, dtype=int)
potential = np.zeros((M, 4), dtype=int)
seen = {0}
queue = deque([0])
while queue:
    a = queue.popleft()
    for b, n1, n2 in out[a]:
        if b not in seen:
            seen.add(b)
            potential[b] = potential[a] + unit[n1] - unit[n2]
            queue.append(b)
assert len(seen) == M                       # all configurations are connected
loops = np.unique(potential[src] + unit[n_start] - unit[n_end] - potential[dst],
                  axis=0)
loop_rank = np.linalg.matrix_rank(loops)
assert loop_rank == 2                       # only two free parameters remain
assert not np.any(loops @ np.ones(4, dtype=int))
assert not np.any(loops @ np.arange(4))     # constant + linear term is allowed
assert np.allclose(J * potential @ np.arange(4), energy - energy[0])

# saturating bond term J*min(n, 1): detailed balance must fail
K_sat = rate_matrix(M, table, np.exp(-beta * J * np.minimum(n_start, 1)))
p_sat = stationary(K_sat)
circ_sat = circulation(p_sat, K_sat)
assert circ_sat > 0.01

# weights of visited configurations in rejection-free kinetic Monte Carlo
escape = K.sum(axis=1)
visit = stationary(K / escape[:, None])
expected_visit = boltz * escape / np.sum(boltz * escape)
assert np.max(np.abs(visit / expected_visit - 1)) < 1e-8
mean_time = boltz @ B
mean_visit = visit @ B

# an actual kinetic Monte Carlo run
rng = np.random.default_rng(7)
targets = [[b for b, _, _ in row] for row in out]
cumulative = [np.cumsum([K[a, b] for b in targets[a]]).tolist() for a in range(M)]
bond_list = B.tolist()
blocks, length = 40, 25000
block_time, block_tb, block_b = [], [], []
a = 0
for _ in range(blocks):
    t_sum = tb_sum = b_sum = 0.0
    for u, e in zip(rng.random(length).tolist(),
                    rng.exponential(size=length).tolist()):
        cum = cumulative[a]
        dt = e / cum[-1]
        t_sum += dt
        tb_sum += dt * bond_list[a]
        b_sum += bond_list[a]
        a = targets[a][bisect_right(cum, u * cum[-1])]
    block_time.append(t_sum)
    block_tb.append(tb_sum)
    block_b.append(b_sum / length)
block_time, block_tb, block_b = map(np.array, (block_time, block_tb, block_b))
kmc_time = block_tb.sum() / block_time.sum()
err_time = (np.std(block_tb - kmc_time * block_time, ddof=1)
            / (block_time.mean() * np.sqrt(blocks)))
kmc_visit = block_b.mean()
err_visit = np.std(block_b, ddof=1) / np.sqrt(blocks)
assert abs(kmc_time - mean_time) < 4 * err_time      # statistical tolerance
assert abs(kmc_visit - mean_visit) < 4 * err_visit
assert abs(kmc_time - kmc_visit) > 10 * (err_time + err_visit)

# one hop in full: a corner atom leaves the compact square of four
square = sum(1 << s for s in (5, 6, 9, 10))
opened = square ^ (1 << 5) ^ (1 << 1)
ia, ib = states.index(square), states.index(opened)
na, nb = coordination(square, 5, neigh), coordination(opened, 1, neigh)
k_out, k_back = free_rate * K[ia, ib], free_rate * K[ib, ia]

# ---------- site-dependent depths, four atoms on the 3 x 3 lattice ----------
neigh3, bonds3 = lattice(3)
states3 = [sum(1 << s for s in c) for c in combinations(range(9), 4)]
table3 = hop_table(states3, neigh3)
depth = np.array([0.05 if s in (0, 4) else 0.0 for s in range(9)])   # eV
K3 = rate_matrix(len(states3), table3,
                 np.exp(-beta * (depth[table3[:, 2]] + J * table3[:, 3])))
p3 = stationary(K3)
B3 = np.array([bond_count(s, bonds3) for s in states3])
D3 = np.array([sum(depth[i] for i in range(9) if (s >> i) & 1) for s in states3])
with_depth = np.exp(beta * (J * B3 + D3))
with_depth /= with_depth.sum()
bond_only = np.exp(beta * J * B3)
bond_only /= bond_only.sum()
assert np.max(np.abs(p3 - with_depth)) < 1e-10
depth_error = 0.5 * np.sum(np.abs(p3 - bond_only))
assert depth_error > 0.01

# ---------- exchange with a vapour, all fillings of the 3 x 3 lattice ----------
F, D0 = 0.01, 0.5                           # in units of the free-atom hop rate
all_states = list(range(512))
table_g = hop_table(all_states, neigh3)


def vapour_matrix(bond_term):
    Kg = rate_matrix(512, table_g, np.exp(-beta * J * table_g[:, 3]))
    for s in all_states:
        for i in range(9):
            if (s >> i) & 1:
                n = coordination(s, i, neigh3)
                Kg[s, s ^ (1 << i)] = D0 * np.exp(-beta * bond_term * n)
            else:
                Kg[s, s | (1 << i)] = F
    return Kg


number = np.array([bin(s).count("1") for s in all_states])
Bg = np.array([bond_count(s, bonds3) for s in all_states])
grand = (F / D0) ** number * np.exp(beta * J * Bg)
grand /= grand.sum()
K_bal, K_unbal = vapour_matrix(J), vapour_matrix(0.0)
p_bal, p_unbal = stationary(K_bal), stationary(K_unbal)
assert np.max(np.abs(p_bal - grand)) < 1e-9
assert circulation(p_bal, K_bal) < 1e-6     # rare states limit the precision
circ_unbal = circulation(p_unbal, K_unbal)
assert circ_unbal > 0.01

print(f"constant barrier E0 = {E0:.2f} eV, bond energy J = {J:.2f} eV")
print(f"temperature = {T:.0f} K, kB*T = {kT:.5f} eV, J/(kB*T) = {beta*J:.4f}")
print(f"attempt rate nu = {nu:.1e} 1/s, free-atom hop rate = {free_rate:.4e} 1/s")
print(f"4x4 lattice, 4 atoms: configurations = {M}, directed hops = {len(table)}")
print(f"partition function Z = {Z:.3f}")
print(f"square: bonds = {B[ia]}, energy = {energy[ia]:.2f} eV")
print(f"opened: bonds = {B[ib]}, energy = {energy[ib]:.2f} eV")
print(f"moving atom: neighbours before = {na}, after = {nb}")
print(f"energy of the three resting atoms = {energy[ia] + J*na:.2f} eV")
print(f"common saddle energy = {energy[ia] + E0 + J*na:.2f} eV")
print(f"barrier out = {E0 + J*na:.2f} eV, barrier back = {E0 + J*nb:.2f} eV")
dE = energy[ib] - energy[ia]
print(f"energy change = {dE:.2f} eV = {dE/hartree:.6f} hartree")
print(f"rate out = {k_out:.4e} 1/s, rate back = {k_back:.4e} 1/s")
print(f"rate ratio out/back = {k_out/k_back:.6f}")
print(f"probability: square = {boltz[ia]:.5e}, opened = {boltz[ib]:.5e}")
print(f"flux out = {boltz[ia]*k_out:.5e} 1/s, back = {boltz[ib]*k_back:.5e} 1/s")
print(f"largest relative flux mismatch over all hops = {worst_balance:.1e}")
print(f"largest relative error, solved vs Boltzmann = {worst_p:.1e}")
print(f"loop conditions on f(0..3): rank = {loop_rank}, free = {4 - loop_rank}")
print(f"saturating bond term: largest net/gross flux = {circ_sat:.4f}")
print(f"mean bonds, enumerated, Boltzmann = {mean_time:.4f}")
print(f"mean bonds, enumerated, per visit = {mean_visit:.4f}")
print(f"KMC hops = {blocks*length}, simulated time = "
      f"{block_time.sum()/free_rate*1e6:.2f} microseconds")
print(f"KMC mean bonds, time-weighted = {kmc_time:.4f} +- {err_time:.4f}")
print(f"KMC mean bonds, unweighted = {kmc_visit:.4f} +- {err_visit:.4f}")
print(f"3x3 lattice, 4 atoms: extra depth of two sites = {depth.max():.2f} eV")
print(f"total-variation distance to bond-only Boltzmann = {depth_error:.4f}")
print(f"vapour, 3x3: F = {F:.2f}, D0 = {D0:.2f} (free-atom hop rates), "
      f"z = {F/D0:.3f}")
print(f"mean coverage with bond-dependent desorption = {p_bal @ number / 9:.4f}")
print(f"bond-independent desorption: largest net/gross flux = {circ_unbal:.4f}")
print("all good")
```

Running it gives:

```
constant barrier E0 = 0.50 eV, bond energy J = 0.10 eV
temperature = 600 K, kB*T = 0.05170 eV, J/(kB*T) = 1.9341
attempt rate nu = 1.0e+13 1/s, free-atom hop rate = 6.3123e+08 1/s
4x4 lattice, 4 atoms: configurations = 1820, directed hops = 23296
partition function Z = 179143.813
square: bonds = 4, energy = -0.40 eV
opened: bonds = 2, energy = -0.20 eV
moving atom: neighbours before = 2, after = 0
energy of the three resting atoms = -0.20 eV
common saddle energy = 0.30 eV
barrier out = 0.70 eV, barrier back = 0.50 eV
energy change = 0.20 eV = 0.007350 hartree
rate out = 1.3190e+07 1/s, rate back = 6.3123e+08 1/s
rate ratio out/back = 0.020897
probability: square = 1.27835e-02, opened = 2.67131e-04
flux out = 1.68620e+05 1/s, back = 1.68620e+05 1/s
largest relative flux mismatch over all hops = 1.1e-15
largest relative error, solved vs Boltzmann = 1.5e-13
loop conditions on f(0..3): rank = 2, free = 2
saturating bond term: largest net/gross flux = 0.6174
mean bonds, enumerated, Boltzmann = 3.0619
mean bonds, enumerated, per visit = 2.2240
KMC hops = 1000000, simulated time = 994.21 microseconds
KMC mean bonds, time-weighted = 3.0607 +- 0.0024
KMC mean bonds, unweighted = 2.2232 +- 0.0013
3x3 lattice, 4 atoms: extra depth of two sites = 0.05 eV
total-variation distance to bond-only Boltzmann = 0.1785
vapour, 3x3: F = 0.01, D0 = 0.50 (free-atom hop rates), z = 0.020
mean coverage with bond-dependent desorption = 0.4152
bond-independent desorption: largest net/gross flux = 0.7305
all good
```
